# Ballistic Conductance Limits of (001) and (111) Contacts to n-Type Silicon

## Problem

The conduction band of silicon has six equivalent valleys, two on each cube axis. Near its minimum each valley is an ellipsoid with longitudinal mass $m_l=0.98$ along its own axis and transverse mass $m_t=0.19$ across it, in units of the free-electron mass $m_0$. A metal makes a flat contact to degenerate n-type silicon on a face with unit normal $\mathbf n$. The silicon is bulk-like and unstrained, so all six valleys are filled to the same Fermi energy $E_F$, measured from their common minimum.

Suppose first that every electron mode arriving at the interface is transmitted with probability one.

1. Express the zero-temperature ballistic conductance per area, $g$, through the Fermi surface and the direction $\mathbf n$.
2. Show that at equal electron density $g$ is about five percent larger on (111) than on (001), and find where the other faces lie.
3. Evaluate $g$ and the corresponding lower limit of contact resistivity for a density of $10^{20}\ \mathrm{cm^{-3}}$.
4. Determine how temperature, a nonparabolic band and a depletion barrier affect the comparison.

## Solution

### Conductance as a projected area

Let $v_n=\hbar^{-1}\partial E/\partial k_n$ be the velocity along the normal, counted positive towards the metal. A small voltage $V_a$ raises the filling of the states moving towards the metal by $eV_a$ relative to that of the states coming back. At zero temperature the difference of the two occupations is $eV_a\,\delta(E-E_F)$ to first order in $V_a$. Multiplying by the charge, the velocity and a factor 2 for spin, and dividing the current density by $V_a$, gives for one valley

$$
g_v=2e^2\int_{v_n>0}\frac{d^3k}{(2\pi)^3}\,v_n\,\delta(E-E_F).
$$

Split $\mathbf k$ into $k_n$ and the part $\mathbf k_\parallel$ parallel to the interface. At fixed $\mathbf k_\parallel$,

$$
\int_{v_n>0}dk_n\,\frac1\hbar\frac{\partial E}{\partial k_n}\,\delta(E-E_F)=\frac1\hbar
$$

if the line of constant $\mathbf k_\parallel$ cuts the Fermi surface, and zero if it misses. An ellipsoid is convex, so the line has one crossing with $v_n>0$. The velocity has cancelled against the one-dimensional density of states, and what remains is the area $S_v$ of the shadow that the Fermi surface casts along $\mathbf n$:

$$
g_v=\frac{2e^2}{\hbar(2\pi)^3}S_v=\frac{2e^2}{h}\,\frac{S_v}{(2\pi)^2},
\qquad g=\sum_v g_v .
$$

The factor $S_v/(2\pi)^2$ is the number of modes per interface area, for one spin. Modes of different valleys are separate channels, so their contributions add even where shadows overlap.

### The shadow of an ellipsoid

Measure $\mathbf k$ from the valley centre and use the cube axes, on which the valley has masses $m_1,m_2,m_3$:

$$
E=\frac{\hbar^2}{2m_0}\sum_i\frac{k_i^2}{m_i}.
$$

Inserting $\mathbf k=\mathbf k_\parallel+k_n\mathbf n$ gives

$$
\sum_i\frac{k_i^2}{m_i}=ak_n^2+2bk_n+c,
$$

$$
a=\sum_i\frac{n_i^2}{m_i}\equiv\frac1{m_n},\qquad
b=\sum_i\frac{n_ik_{\parallel i}}{m_i},\qquad
c=\sum_i\frac{k_{\parallel i}^2}{m_i}.
$$

Completing the square,

$$
E=\frac{\hbar^2}{2m_0m_n}\left(k_n+\frac ba\right)^2+E_\parallel,
\qquad
E_\parallel=\frac{\hbar^2}{2m_0}\left(c-\frac{b^2}{a}\right).
$$

A real $k_n$ exists at the Fermi energy if $E_\parallel\le E_F$. With $K^2=2m_0E_F/\hbar^2$, the shadow is therefore the ellipse $c-b^2/a\le K^2$. If $Q$ is the $2\times2$ matrix of the quadratic form $c-b^2/a$, the area of this ellipse is $\pi K^2/\sqrt{\det Q}$.

The determinant follows without choosing axes in the interface. The full three-dimensional form has determinant $1/(m_1m_2m_3)$, which a rotation to the interface axes does not change. The shift $k_n\to k_n+b/a$ is a shear, because $b$ is linear in $\mathbf k_\parallel$; its determinant is one. After the shear the form separates into $a$ and $Q$, so

$$
\frac1{m_1m_2m_3}=a\det Q
\quad\Longrightarrow\quad
\det Q=\frac{m_n}{m_1m_2m_3}.
$$

Hence

$$
S_v=\pi K^2 s_v,\qquad
s_v=\sqrt{\frac{m_1m_2m_3}{m_n}}
=\sqrt{n_1^2m_2m_3+n_2^2m_1m_3+n_3^2m_1m_2}.
$$

I call $s_v$ the shadow mass. It is proportional to $m_n^{-1/2}$: seen along a direction in which it is light, and therefore thin in $k$ space, a valley shows a broad face and supplies many modes.

### The two faces

For (001), $\mathbf n=(0,0,1)$. The two valleys on the $z$ axis have $s_v=\sqrt{m_tm_t}=m_t$. The other four are seen from the side and have $s_v=\sqrt{m_lm_t}$. Thus

$$
\Sigma_{001}=2m_t+4\sqrt{m_lm_t}
=2(0.1900)+4(0.4315)=2.106 .
$$

For (111), every $n_i^2$ equals $1/3$, and all six valleys are equivalent:

$$
\Sigma_{111}=6\sqrt{\frac{m_t^2+2m_lm_t}{3}}
=6(0.3690)=2.214 .
$$

The density has to be the same in the comparison. A Fermi ellipsoid has volume $(4\pi/3)K^3\sqrt{m_1m_2m_3}$. With $m_d=(m_lm_t^2)^{1/3}=0.3283$, two spins and six valleys,

$$
n_e=\frac{12}{(2\pi)^3}\,\frac{4\pi}{3}K^3m_d^{3/2}
=\frac{2}{\pi^2}K^3m_d^{3/2}.
$$

The normal does not appear. Equal density means equal $K$, and $K$ cancels in the ratio:

$$
\boxed{\frac{g_{111}}{g_{001}}
=\frac{3\sqrt{(m_t^2+2m_lm_t)/3}}{m_t+2\sqrt{m_lm_t}}
=\frac{2.214}{2.106}=1.051}
$$

This is the stated five percent. A numerical integration of $v_n$ over the Fermi surface, with velocities taken from finite differences of $E(\mathbf k)$ and no use of the shadow formula, also gives 1.051.

Per valley the contrast is much larger. The four side-on valleys of (001) each supply more modes than a (111) valley, 0.4315 against 0.3690, while the two end-on valleys supply only 0.1900. The five percent is what survives after these differences nearly compensate.

### All other faces, and limits of the mass ratio

For the valley pair on axis $i$, the condition $\sum_jn_j^2=1$ turns the shadow mass into

$$
s_i=f(n_i^2),\qquad
f(x)=\sqrt{m_lm_t-(m_l-m_t)m_t\,x},
$$

and the six-valley sum is $\Sigma=2\sum_{i=1}^3f(n_i^2)$. The square root of a linear function is concave. For three numbers $x_i\ge0$ that add to one, concavity gives an upper bound,

$$
\sum_if(x_i)\le3f\!\left(\tfrac13\right),
$$

which is reached on (111). It also puts $f$ above its chord, $f(x)\ge(1-x)f(0)+xf(1)$. Summing over $i$ gives the lower bound

$$
\sum_if(x_i)\ge2f(0)+f(1),
$$

which is reached on (001). In this model every face lies between the two, and 5.1 percent is the full range of the orientation effect relative to (001). The (110) face has $\Sigma=2.197$, which is 4.3 percent above (001).

The mass ratio sets the size of the effect. Put $m_l=m_t(1+\delta)$ with small $\delta$ and divide numerator and denominator of the ratio by $m_t$:

$$
3\sqrt{1+\tfrac23\delta}=3+\delta-\tfrac16\delta^2+\dots,\qquad
1+2\sqrt{1+\delta}=3+\delta-\tfrac14\delta^2+\dots
$$

The linear terms agree, and the ratio is $1+\delta^2/36+\dots$. A weak anisotropy thus appears only in second order once the six valleys are summed. In the opposite limit $m_l\gg m_t$, the terms with $\sqrt{m_lm_t}$ dominate and the ratio tends to $3\sqrt{2/3}/2=\sqrt{3/2}\approx1.22$. Silicon, with $m_l/m_t\approx5$, is still far from that limit.

### Numbers for a heavily doped contact

Take $n_e=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$, a rough typical value for a heavily doped contact region. Solving the density relation for $K^2$,

$$
K^2=\frac{1}{m_d}\left(\frac{\pi^2n_e}{2}\right)^{2/3}
=\frac{(0.4935)^{2/3}}{0.3283}\ \mathrm{nm^{-2}}
=1.902\ \mathrm{nm^{-2}},
$$

which corresponds to $E_F=\hbar^2K^2/2m_0=0.0725$ eV. On (001) the number of modes per area and spin is

$$
\frac{\pi K^2\Sigma_{001}}{(2\pi)^2}
=\frac{K^2\Sigma_{001}}{4\pi}
=\frac{1.902\times2.106}{4\pi}\ \mathrm{nm^{-2}}
=0.319\ \mathrm{nm^{-2}} .
$$

Multiplication by $2e^2/h=7.748\times10^{-5}$ S, with $1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}$, gives

$$
g_{001}=2.47\times10^9\ \mathrm{S/cm^2},\qquad
g_{111}=2.60\times10^9\ \mathrm{S/cm^2}.
$$

The inverse conductances are the lowest reservoir-to-reservoir resistivities that this model permits at this density and zero temperature:

$$
\rho_{001}=4.05\times10^{-10}\ \Omega\,\mathrm{cm^2},\qquad
\rho_{111}=3.85\times10^{-10}\ \Omega\,\mathrm{cm^2}.
$$

They are two-terminal values: they contain the resistance of feeding a finite number of modes from a reservoir, which remains even when nothing is reflected. That resistance is shared between the two ends. If a diffusive conductor lies between two ideal contacts and its resistance is extrapolated to zero length, as in a transfer-length measurement, each contact carries only about half of $1/g$ (0.53 for isotropic scattering on a spherical Fermi surface). The limit for a single contact defined in that way is therefore near $2\times10^{-10}\ \Omega\,\mathrm{cm^2}$. The resistivities quoted below keep the two-terminal convention.

Since $g\propto K^2\propto n_e^{2/3}$, a (001) contact reaches the (111) conductance if its density is higher by the factor $1.0513^{3/2}=1.078$. If the (001) sample is the denser one by 8 percent, the orientation effect is therefore hidden.

### Temperature and nonparabolicity

At finite temperature the number of modes at energy $E$, which is proportional to $E\,\Sigma$, is averaged with $-\partial f/\partial E$, where $f$ is now the Fermi function with chemical potential $\mu$. Integrating by parts, with vanishing boundary terms,

$$
\frac{g(T)}{g(0)}=\frac1{E_F}\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\frac1{E_F}\int_0^\infty f\,dE
=\frac{k_BT}{E_F}\ln\!\left(1+e^{\mu/k_BT}\right).
$$

The density fixes $\mu$ without reference to the face, so both conductances change by the same factor and the ratio stays at 1.051. At 300 K and the same density, $k_BT=0.0259$ eV and $\mu=0.0634$ eV, and the factor is 0.90. The resistivity limits rise to $4.5\times10^{-10}$ and $4.3\times10^{-10}\ \Omega\,\mathrm{cm^2}$. This shift exceeds the orientation effect, so the two faces have to be compared at one temperature.

A simple nonparabolic correction has the form $E(1+\alpha E)=\gamma(\mathbf k)$, where $\gamma$ is the former ellipsoidal energy. The Fermi surface is still a surface of constant $\gamma$, and the density fixes its size. Its shadow is unchanged, and so is the zero-temperature conductance. With a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, $E_F$ falls from 0.0725 to 0.0700 eV, while $g$ keeps its value. The velocities are lower, but the density of states is higher by the same factor.

A change in the shape of the Fermi surface is a different matter. The long semi-axis of each ellipsoid is $\sqrt{m_l}\,K=1.365\ \mathrm{nm^{-1}}$. With a lattice constant of about 0.543 nm and valleys at about 0.85 of the way to the zone boundary, the boundary is $1.74\ \mathrm{nm^{-1}}$ from the valley centre. The ellipsoids fit, with limited room. Because $K\propto n_e^{1/3}$, they would touch the boundary at $(1.736/1.365)^3\approx2.1$ times the present density. The ellipsoidal form becomes inaccurate before that. A second conduction band meets this one at the boundary point X, and the coupling between the two warps the Fermi surface already at lower density. A two-band estimate, with a coupling term $\hbar^2k_xk_y/(Mm_0)$ for the valleys on the $z$ axis and $1/M\approx1/m_t-1$, raises the ratio at $10^{20}\ \mathrm{cm^{-3}}$ from 1.05 to about 1.09, or to 1.07 if the coupling is 30 percent weaker. The change is comparable with the five percent itself, so the figures given here are those of the ellipsoidal model.

### A depletion barrier can reverse the order

Let the barrier top lie an energy $\phi$ above the Fermi level. The total band bending is $V=\phi+E_F$. For a uniform donor density $N=n_e$, full depletion and permittivity $\varepsilon_s$, Poisson's equation gives the band edge at distance $x$ from the metal,

$$
U(x)=V\left(1-\frac xW\right)^2,\qquad
W=\sqrt{\frac{2\varepsilon_sV}{e^2N}} .
$$

An electron at the Fermi energy has the energy $w=E_F-E_\parallel$ left for motion along the normal, with mass $m_nm_0$. In the WKB approximation with unit prefactor its transmission is $e^{-A}$, where

$$
A=\frac2\hbar\int_{U>w}\sqrt{2m_nm_0\,[U(x)-w]}\;dx .
$$

Substitute $u=1-x/W$ and $u_0=\sqrt{w/V}$:

$$
A=\frac{2W\sqrt{2m_nm_0V}}{\hbar}\int_{u_0}^1\sqrt{u^2-u_0^2}\;du .
$$

The integral is $\tfrac12\left[\sqrt{1-u_0^2}-u_0^2\ln\frac{1+\sqrt{1-u_0^2}}{u_0}\right]$. Inserting $W$ in the prefactor then gives

$$
A=\frac{V}{E_{00}}\left[\sqrt{1-u_0^2}-u_0^2\ln\frac{1+\sqrt{1-u_0^2}}{u_0}\right],
\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{\varepsilon_sm_nm_0}} .
$$

So $A\propto\sqrt{m_n}$ at fixed $w$ and $V$. The shadow area below a given $E_\parallel$ is proportional to $E_\parallel$, which means that the modes are spread uniformly in $E_\parallel$, and hence in $w$. Each valley therefore contributes $s_v$ times the mean transmission $E_F^{-1}\int_0^{E_F}e^{-A}\,dw$.

The normal masses decide the outcome. On (001) they are 0.98 for two valleys and 0.19 for four. On (111) all six have $m_n=3/(1/m_l+2/m_t)=0.26$. A strong barrier favours the lightest normal mass, which belongs to the four side-on valleys of (001).

For a weak barrier the tendency is different. To first order in $A$, valley $v$ loses an amount proportional to $s_v\sqrt{m_n}=\sqrt{m_1m_2m_3}$, which is the same for every valley and every face. Subtracting equal amounts from two unequal conductances raises their ratio. The estimate at $\phi=0$, where the band bending still equals $E_F$, is 1.056, slightly above the transparent value. This agrees in sign with the first-order argument, although $A$ is not small for all modes there. Both rest on the unit prefactor. Reflection from the velocity mismatch at the metal also differs between valleys, and it can bring the ratio below the transparent value.

With $\varepsilon_s/\varepsilon_0\approx11.7$ and the density held at $10^{20}\ \mathrm{cm^{-3}}$, the zero-temperature estimates are:

| $\phi$ (eV) | $g_{111}/g_{001}$ |
|---|---|
| 0.0 | 1.06 |
| 0.1 | 1.04 |
| 0.2 | 0.96 |
| 0.3 | 0.87 |
| 0.5 | 0.68 |

The two faces are equal near 0.16 eV. That crossing is sensitive to what the estimate omits. Matching the wave function to a free-electron metal with a normal kinetic energy of 0.5 to 10 eV, in place of the unit prefactor, puts it between about 0.21 and 0.09 eV. The electrons left in the bent region, which full depletion ignores, lower it to about 0.13 eV. A classical image potential raises it to about 0.3 eV. It therefore indicates a range of barrier heights and not a sharp threshold.

### Comparison with real contacts

A barrier of roughly 0.5 eV is a plausible size for a metal or silicide on n-type silicon. In the estimate the depletion layer is 2.7 nm wide, and the mean transmission is 0.018 on (001) and 0.012 on (111). The resistivities become about $2.2\times10^{-8}$ and $3.3\times10^{-8}\ \Omega\,\mathrm{cm^2}$, which is 55 and 86 times the transparent limits. Such a contact is thus far from unit transmission, and in this estimate the advantage of (111) is lost. The estimate leaves out image-force lowering and thermally assisted tunnelling, both of which raise the transmission, as well as the discreteness of the dopants. The image force is not a small correction: the field at the interface is about 4 MV/cm, the classical lowering is about 0.23 eV, and including it reduces the resistivities by more than a factor of two while raising the ratio from 0.68 to about 0.77. The masses are also taken as parabolic 0.5 eV below the band edge; using $\alpha=0.5\ \mathrm{eV^{-1}}$ in the barrier lowers the resistivities by about 20 percent. It also ignores the electrons that remain in the bent region. They offset part of the donor charge, which widens the barrier and lowers the transmission. The WKB prefactor, set to one here, can by itself change the resistivities by a factor of roughly two.

The metal must also have states at the parallel wavevectors of the valleys, up to reciprocal-lattice vectors of the interface. The valley centres lie $9.84\ \mathrm{nm^{-1}}$ from the zone centre. On (001) four of them keep this full value as their parallel wavevector and two project to zero. On (111) all six project to $\sqrt{2/3}\times9.84=8.03\ \mathrm{nm^{-1}}$. If a smooth interface offered metal states near zero parallel wavevector alone, (001) would keep its two end-on valleys, a fraction $0.380/2.106=18$ percent of its modes, and (111) would keep none.

Strain or confinement that shifts the valleys against each other removes the equal filling on which the ratio rests. The five percent advantage of (111) therefore belongs to unstrained, bulk-like silicon with equally filled, ellipsoidal valleys, a metal that supplies all the required modes, and a nearly transparent interface. The numerical output below lists the values used here.

## Table of computed values

```
Longitudinal, transverse mass: 0.98, 0.19 m0
Density-of-states mass per valley: 0.3283 m0
Electron density: 1.0e+20 cm^-3
Fermi energy above band edge: 0.0725 eV
Shadow mass, (001) two valleys: 0.1900 m0
Shadow mass, (001) four valleys: 0.4315 m0
Shadow mass, (111) each valley: 0.3690 m0
Six-valley shadow mass sum (001): 2.1060 m0
Six-valley shadow mass sum (110): 2.1966 m0
Six-valley shadow mass sum (111): 2.2140 m0
Ratio g(111)/g(001), formula: 1.0513
Ratio g(111)/g(001), surface integration: 1.0513
Ratio g(110)/g(001): 1.0430
Conductance quantum 2e^2/h: 7.7481e-05 S
Conductance per area (001): 2.4701e+09 S/cm^2
Contact resistivity limit (001): 4.048e-10 ohm cm^2
Conductance per area (110): 2.5763e+09 S/cm^2
Contact resistivity limit (110): 3.881e-10 ohm cm^2
Conductance per area (111): 2.5968e+09 S/cm^2
Contact resistivity limit (111): 3.851e-10 ohm cm^2
Density rise on (001) that offsets the gap: 7.79 %
Temperature: 300 K; kT: 0.02585 eV
Chemical potential at this temperature: 0.0634 eV
Conductance relative to 0 K, either face: 0.9048
Nonparabolicity (rough): 0.50 1/eV
Nonparabolic Fermi energy: 0.0700 eV
Nonparabolic ratio, surface integration: 1.0513
Lattice constant (rough): 0.543 nm
Valley position (rough): 0.85 of zone centre to X
Longitudinal Fermi semi-axis: 1.365 1/nm
Valley centre to zone boundary: 1.736 1/nm
Parallel k of (001) four-valley centres: 9.84 1/nm
Parallel k of (111) valley centres: 8.03 1/nm
Relative permittivity (rough): 11.7
Normal mass, (001) two valleys: 0.9800 m0
Normal mass, (001) four valleys: 0.1900 m0
Normal mass, (111): 0.2598 m0
Barrier above Fermi level (rough): 0.50 eV
Depletion width at that barrier: 2.72 nm
Mean WKB transmission (001): 1.805e-02
WKB contact resistivity (001): 2.24e-08 ohm cm^2
Mean WKB transmission (111): 1.164e-02
WKB contact resistivity (111): 3.31e-08 ohm cm^2
WKB ratio (111)/(001) at 0.0 eV barrier: 1.056
WKB ratio (111)/(001) at 0.1 eV barrier: 1.036
WKB ratio (111)/(001) at 0.2 eV barrier: 0.963
WKB ratio (111)/(001) at 0.3 eV barrier: 0.867
WKB ratio (111)/(001) at 0.5 eV barrier: 0.678
WKB barrier for equal faces: 0.16 eV
```
